# Ewald Summation of the Simple-Cubic Madelung Constant for a Charged Supercell: test program

```python
"""
Result under test: a unit point charge repeated on a simple-cubic lattice of
side L, in a uniform neutralizing background and with zero average potential,
feels the potential v_M = -alpha/L of everything except itself, alpha = 2.8373.
The Ewald formula for v_M does not depend on the splitting parameter eta.

Symbols (Hartree atomic units):
  eta    inverse length that splits 1/r into erfc(eta r)/r + erf(eta r)/r
  R, G   direct and reciprocal lattice vectors
  phi    periodic zero-average potential of the charges plus background
  s      standard deviation of a Gaussian charge
  q, eps charge and relative permittivity of the model defect cell
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erf, erfc

PI = np.pi
ROOT_PI = np.sqrt(PI)


def integer_vectors(nmax):
    """All nonzero integer vectors with components from -nmax to nmax."""
    axis = np.arange(-nmax, nmax + 1)
    grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
    vectors = grid.reshape(-1, 3)
    return vectors[np.any(vectors != 0, axis=1)].astype(float)


def lattice_sets(eta, side):
    """Direct and reciprocal vectors sufficient for double precision."""
    n_real = int(np.ceil(6.5 / (eta * side))) + 1
    n_recip = int(np.ceil(6.5 * eta * side / PI)) + 1
    return (side * integer_vectors(n_real),
            2 * PI / side * integer_vectors(n_recip))


def ewald_terms(eta, side=1.0):
    """Real-space, reciprocal, self and background parts of v_M."""
    direct, recip = lattice_sets(eta, side)
    dist = np.linalg.norm(direct, axis=1)
    g2 = np.sum(recip**2, axis=1)
    volume = side**3
    return np.array([
        np.sum(erfc(eta * dist) / dist),
        4 * PI / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2),
        -2 * eta / ROOT_PI,
        -PI / (volume * eta**2)])


def phi_without_own_coulomb(points, eta):
    """phi(r) - 1/|r| at nonzero points of the unit cell (side 1)."""
    direct, recip = lattice_sets(eta, 1.0)
    g2 = np.sum(recip**2, axis=1)
    weights = 4 * PI * np.exp(-g2 / (4 * eta**2)) / g2
    values = []
    for point in points:
        radius = np.linalg.norm(point)
        dist = np.linalg.norm(point - direct, axis=1)
        values.append(np.sum(erfc(eta * dist) / dist)
                      + np.sum(weights * np.cos(recip @ point))
                      - erf(eta * radius) / radius - PI / eta**2)
    return np.array(values)


# Transforms of the short-range part and the self-potential limit
eta_test, k_test = 1.5, 2.3
average_integral = quad(lambda r: 4 * PI * r * erfc(eta_test * r), 0, 8)[0]
assert abs(average_integral - PI / eta_test**2) < 1e-8
transform = quad(lambda r: 4 * PI * np.sin(k_test * r) / k_test
                 * erfc(eta_test * r), 0, 8)[0]
expected = 4 * PI / k_test**2 * (1 - np.exp(-k_test**2 / (4 * eta_test**2)))
assert abs(transform - expected) < 1e-8
assert abs(erf(eta_test * 1e-4) / 1e-4 - 2 * eta_test / ROOT_PI) < 1e-6

# Ewald constant for several splitting parameters
widths = [1.0, 1.5, ROOT_PI, 3.0, 5.0]
table = [ewald_terms(eta) for eta in widths]
alphas = np.array([-np.sum(terms) for terms in table])
alpha = alphas[2]
spread = np.ptp(alphas)
assert spread < 1e-11
assert abs(alpha - 2.8373) < 5e-5
no_background = np.array([-np.sum(terms[:3]) for terms in table])
assert np.ptp(no_background) > 1.0

# Derivatives with respect to eta, and Poisson summation
step = 1e-4
slope = (ewald_terms(eta_test + step) - ewald_terms(eta_test - step)) / (2 * step)
direct, recip = lattice_sets(eta_test, 1.0)
sum_direct = 1 + np.sum(np.exp(-eta_test**2 * np.sum(direct**2, axis=1)))
sum_recip = 1 + np.sum(np.exp(-np.sum(recip**2, axis=1) / (4 * eta_test**2)))
slope_real_self = slope[0] + slope[2]
slope_recip_back = slope[1] + slope[3]
assert abs(slope_real_self + 2 / ROOT_PI * sum_direct) < 1e-6
assert abs(slope_recip_back - 2 * PI / eta_test**3 * sum_recip) < 1e-6
assert abs(sum_direct - PI**1.5 / eta_test**3 * sum_recip) < 1e-11

# Integral of 1/r over a centred unit cube, from six pyramids
nodes, gl_weights = np.polynomial.legendre.leggauss(40)
u, v = np.meshgrid(nodes, nodes)
cube_integral = 0.75 * np.sum(np.outer(gl_weights, gl_weights)
                              / np.sqrt(1 + u**2 + v**2))

# Zero cell average: the smooth part must cancel the average of 1/r
nodes, gl_weights = np.polynomial.legendre.leggauss(10)
x = 0.25 * (nodes + 1)
w = 0.5 * gl_weights
octant = np.stack(np.meshgrid(x, x, x, indexing="ij"), axis=-1).reshape(-1, 3)
octant_weights = np.einsum("i,j,k->ijk", w, w, w).ravel()
smooth_average = octant_weights @ phi_without_own_coulomb(octant, ROOT_PI)
cell_average = smooth_average + cube_integral
assert abs(cell_average) < 1e-7

# Poisson equation away from the charge: the Laplacian is 4 pi / volume
point, h = np.array([0.13, 0.21, 0.07]), 1e-3
shifts = np.vstack([h * np.eye(3), -h * np.eye(3)])
neighbours = phi_without_own_coulomb(point + shifts, ROOT_PI)
centre = phi_without_own_coulomb([point], ROOT_PI)[0]
laplacian = (np.sum(neighbours) - 6 * centre) / h**2
assert abs(laplacian - 4 * PI) < 1e-3

# Direct sum over cubes of whole neutral cells, without any splitting
cube_sides, cube_sums = [], []
for nmax in (10, 20, 40):
    distances = np.linalg.norm(integer_vectors(nmax), axis=1)
    m = 2 * nmax + 1
    cube_sides.append(m)
    cube_sums.append(np.sum(1 / distances) - m**2 * cube_integral)
m = np.array(cube_sides, dtype=float)
direct_limit = np.linalg.solve(np.stack([m**0, m**-2, m**-4], axis=1),
                               np.array(cube_sums))[0]
mean_r2 = octant_weights @ np.sum(octant**2, axis=1)
offset = 2 * PI / 3 * mean_r2
assert abs(offset - PI / 6) < 1e-12
alpha_direct = offset - direct_limit
# Tolerance covers the truncated expansion in inverse cube size
assert abs(alpha_direct - alpha) < 1e-6

# Electrostatic energy of a periodic Gaussian charge solved on a grid
s, n_grid = 0.06, 48
x = np.arange(n_grid) / n_grid
x = x - np.round(x)
gauss = np.exp(-x**2 / (2 * s**2)) / (s * np.sqrt(2 * PI))
rho = np.einsum("i,j,k->ijk", gauss, gauss, gauss)
k = 2 * PI * np.fft.fftfreq(n_grid, 1 / n_grid)
k2 = k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2
k2[0, 0, 0] = 1.0
rho_k = np.fft.fftn(rho)
rho_k[0, 0, 0] = 0.0
potential = np.fft.ifftn(4 * PI * rho_k / k2).real
periodic_energy = 0.5 * np.mean(rho * potential)
isolated_energy = quad(
    lambda r: 0.5 * 4 * PI * r * erf(r / (np.sqrt(2) * s))
    * np.exp(-r**2 / (2 * s**2)) / (2 * PI * s**2)**1.5, 0, 12 * s)[0]
grid_difference = periodic_energy - isolated_energy
formula_difference = -alpha / 2 + 2 * PI * s**2
assert abs(grid_difference - formula_difference) < 1e-7

# Model defect cell
q, side, eps = 2, 20.0, 20.0
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
site_potential = np.sum(ewald_terms(0.1, side))
assert abs(site_potential + alpha / side) < 1e-12
image_energy = 0.5 * q**2 * site_potential
correction = -image_energy / eps
correction_double = -0.5 * q**2 * np.sum(ewald_terms(0.05, 2 * side)) / eps
assert abs(correction_double - correction / 2) < 1e-12

print("Ewald parts of L*v_M (dimensionless)")
print("eta*L      real       recip      self       backgr.")
for eta, t in zip(widths, table):
    print(f"{eta:.6f} {t[0]:10.6f} {t[1]:10.6f} {t[2]:10.6f} {t[3]:10.6f}")
print("eta*L      alpha            alpha without background")
for eta, a, b in zip(widths, alphas, no_background):
    print(f"{eta:.6f}   {a:.10f}   {b:.6f}")
print(f"largest spread of alpha: {spread:.1e}")
print("Shells at eta*L = sqrt(pi) (dimensionless)")
print("n^2 count  real       recip      alpha so far")
all_n2 = np.sum(integer_vectors(3)**2, axis=1)
running = 3.0
for n2 in (1, 2, 3, 4, 5, 6):
    count = int(np.sum(all_n2 == n2))
    real_part = count * erfc(np.sqrt(PI * n2)) / np.sqrt(n2)
    recip_part = count * np.exp(-PI * n2) / (PI * n2)
    running -= real_part + recip_part
    print(f"{n2}   {count:2d}     {real_part:.7f}  {recip_part:.7f}  {running:.7f}")
assert abs(running - alpha) < 1e-6
print(f"Derivative test at eta*L = {eta_test} (dimensionless)")
print(f"slope of real + self parts: {slope_real_self:.6f}")
print(f"slope of recip + background parts: {slope_recip_back:.6f}")
print("Direct cube sums, times L (dimensionless)")
print(f"integral of 1/r over unit cube: {cube_integral:.7f}")
for size, value in zip(cube_sides, cube_sums):
    print(f"cube of {size} cells per edge: {value:.7f}")
print(f"extrapolated limit: {direct_limit:.7f}")
print(f"average-potential offset pi/6: {offset:.7f}")
print(f"alpha from direct sums: {alpha_direct:.7f}")
print(f"Gaussian charge on grid, L = 1 bohr, s = {s} bohr")
print(f"periodic energy: {periodic_energy:.7f} hartree")
print(f"isolated energy: {isolated_energy:.7f} hartree")
print(f"difference on grid: {grid_difference:.7f} hartree")
print(f"difference from formula: {formula_difference:.7f} hartree")
print(f"Model defect: q = {q} e, L = {side:.0f} bohr, eps = {eps:.0f}")
print(f"site potential for unit charge: {site_potential:.6f} hartree/e")
print(f"unscreened image energy: {image_energy:.6f} hartree")
print(f"screened image energy: {image_energy / eps:.6f} hartree")
print(f"correction to add: {correction:.6f} hartree")
print(f"correction to add: {correction * hartree_ev:.4f} eV")
print(f"correction at L = {2 * side:.0f} bohr: {correction_double:.6f} hartree")
print(f"correction at L = {2 * side:.0f} bohr: {correction_double * hartree_ev:.4f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Ewald parts of L*v_M (dimensionless)
eta*L      real       recip      self       backgr.
1.000000   1.432576   0.000099  -1.128379  -3.141593
1.500000   0.227470   0.024064  -1.692569  -1.396263
1.772454   0.076533   0.086169  -2.000000  -1.000000
3.000000   0.000133   0.896773  -3.385138  -0.349066
5.000000   0.000000   2.930262  -5.641896  -0.125664
eta*L      alpha            alpha without background
1.000000   2.8372974795   -0.304295
1.500000   2.8372974795   1.441034
1.772454   2.8372974795   1.837297
3.000000   2.8372974795   2.488232
5.000000   2.8372974795   2.711634
largest spread of alpha: 4.4e-16
Shells at eta*L = sqrt(pi) (dimensionless)
n^2 count  real       recip      alpha so far
1    6     0.0731333  0.0825325  2.8443342
2   12     0.0033326  0.0035666  2.8374351
3    8     0.0000653  0.0000685  2.8373012
4    6     0.0000016  0.0000017  2.8372979
5   24     0.0000002  0.0000002  2.8372975
6   24     0.0000000  0.0000000  2.8372975
Derivative test at eta*L = 1.5 (dimensionless)
slope of real + self parts: -2.004178
slope of recip + background parts: 2.004178
Direct cube sums, times L (dimensionless)
integral of 1/r over unit cube: 2.3800774
cube of 21 cells per edge: -2.3137569
cube of 41 cells per edge: -2.3137140
cube of 81 cells per edge: -2.3137026
extrapolated limit: -2.3136987
average-potential offset pi/6: 0.5235988
alpha from direct sums: 2.8372975
Gaussian charge on grid, L = 1 bohr, s = 0.06 bohr
periodic energy: 3.3055506 hartree
isolated energy: 4.7015799 hartree
difference on grid: -1.3960293 hartree
difference from formula: -1.3960293 hartree
Model defect: q = 2 e, L = 20 bohr, eps = 20
site potential for unit charge: -0.141865 hartree/e
unscreened image energy: -0.283730 hartree
screened image energy: -0.014186 hartree
correction to add: 0.014186 hartree
correction to add: 0.3860 eV
correction at L = 40 bohr: 0.007093 hartree
correction at L = 40 bohr: 0.1930 eV
ALL CHECKS PASSED
```
